# Bethe–Born high-energy laws for allowed and dipole-forbidden electron-impact excitation

## 1. Definitions and result

Atomic units are used in the derivation: $\hbar=m_e=e=4\pi\varepsilon_0=1$, energies in hartree (27.211 eV), lengths in bohr, and $1\ \text{bohr}^2=0.28003\times10^{-16}\ \text{cm}^2$. The symbols are:

- $E=k^2/2$: energy of the incident electron, with wave vector $\mathbf k$ and speed $v=k$.
- $\omega>0$: excitation energy from bound state $0$ to bound state $n$. The scattered electron has $k'^2=k^2-2\omega$.
- $\mathbf q=\mathbf k-\mathbf k'$: momentum transfer.
- $\varepsilon(\mathbf q)=\langle n|\sum_j e^{i\mathbf q\cdot\mathbf r_j}|0\rangle$: inelastic form factor, summed over target electrons.
- $f(q)=2\omega\,\overline{|\varepsilon(\mathbf q)|^2}/q^2$: generalized oscillator strength. The bar is the average over target orientation, and $f_0=f(0)$.

The nuclei are fixed, the target states are real and orthonormal, and the projectile is non-relativistic. It is treated in first Born approximation without exchange; this is what "direct" means here. The transition is optically allowed if $f_0\neq0$, and dipole-forbidden if $f_0=0$. The results are

$$\sigma_{\rm allowed}=\frac{\pi f_0}{E\omega}\ln\frac{2EQ^2}{\omega^2}+O(E^{-2}),\qquad
\sigma_{\rm forbidden}=\frac{\pi J}{E\omega}+O(E^{-2}),$$

$$J=\int_0^\infty f(q)\,d\ln q^2 .$$

The constant $Q$, defined in Section 4, is a momentum belonging to the transition. The phrase "falls as $\ln(E)/E$" names the leading term; at practical energies $Q$ cannot be dropped.

## 2. From the Born amplitude to an integral over momentum transfer

With the projectile at $\mathbf R$, the interaction is

$$V=\sum_j\frac1{|\mathbf R-\mathbf r_j|}-\sum_A\frac{Z_A}{|\mathbf R-\mathbf R_A|}.$$

The Born amplitude is

$$F=-\frac1{2\pi}\int d^3R\;e^{i\mathbf q\cdot\mathbf R}\,\langle n|V|0\rangle .$$

The nuclear term does not contain the target electron coordinates, so it is multiplied by $\langle n|0\rangle=0$. For the electronic term, shift the origin of $\mathbf R$ to $\mathbf r_j$ and use the Fourier transform of the Coulomb potential:

$$\int d^3R\,\frac{e^{i\mathbf q\cdot\mathbf R}}{|\mathbf R-\mathbf r_j|}=\frac{4\pi}{q^2}e^{i\mathbf q\cdot\mathbf r_j}
\quad\Rightarrow\quad F=-\frac{2}{q^2}\,\varepsilon(\mathbf q).$$

The ratio of outgoing to incoming flux is $k'/k$, so

$$\frac{d\sigma}{d\Omega}=\frac{k'}{k}|F|^2=\frac{k'}{k}\,\frac{4}{q^4}|\varepsilon(\mathbf q)|^2 .$$

After the orientation average this depends on the scattering angle $\theta$ through $q$ alone. From $q^2=k^2+k'^2-2kk'\cos\theta$ follows $q\,dq=kk'\sin\theta\,d\theta$, and therefore $d\Omega=2\pi\sin\theta\,d\theta=2\pi q\,dq/(kk')$. Hence

$$\sigma=\frac{8\pi}{k^2}\int_{q_-}^{q_+}\overline{|\varepsilon|^2}\,\frac{dq}{q^3}
=\frac{4\pi}{E}\int_{q_-}^{q_+}\overline{|\varepsilon|^2}\,\frac{dq}{q^3},\qquad q_\pm=k\pm k'.$$

Insert $\overline{|\varepsilon|^2}=q^2f/(2\omega)$ and $dq/q=\tfrac12\,d\ln q^2$:

$$\boxed{\;\sigma=\frac{\pi}{E\omega}\int_{q_-}^{q_+}f(q)\,d\ln q^2\;}\tag{1}$$

No high-energy expansion has been made so far. The prefactor supplies $1/E$ for both kinds of transition, and any further energy dependence comes from the limits.

**Lower limit.** Since $k^2-k'^2=2\omega$,

$$q_-=k-k'=\frac{2\omega}{k+k'} .$$

With $k'=k\sqrt{1-\omega/E}=k(1-\omega/2E-\dots)$ one has $k+k'=2k(1-\omega/4E-\dots)$, so

$$q_-^2=\frac{\omega^2}{2E}\left(1+\frac{\omega}{2E}+\dots\right).\tag{2}$$

**Upper limit.** As $E$ grows, $q_+\to2k$. The transition density has at worst a cusp, linear in distance, at each nucleus. The Fourier transform of such a cusp falls as $q^{-4}$, so $f$ falls at least as $q^{-10}$ and the part of the integral beyond $q_+$ is $O(E^{-5})$. The upper limit may be replaced by infinity at the order kept here.

## 3. Small momentum transfer

Bound states decay exponentially, so $\varepsilon$ can be expanded about $q=0$:

$$\varepsilon(\mathbf q)=\langle n|N|0\rangle+i\,\mathbf q\cdot\mathbf d-\tfrac12\sum_{ab}q_aq_bM_{ab}+O(q^3),$$

where $N$ is the number of target electrons, $\mathbf d=\langle n|\sum_j\mathbf r_j|0\rangle$ and $M_{ab}=\langle n|\sum_j r_{ja}r_{jb}|0\rangle$. The first term vanishes by orthogonality.

**Allowed.** If $\mathbf d\neq0$, the average $\overline{(\hat{\mathbf q}\cdot\mathbf d)^2}=d^2/3$ gives

$$f_0=\tfrac23\,\omega\,|\mathbf d|^2 .$$

This is the optical oscillator strength. Terms of odd order in $q$ contain an odd number of unit vectors $\hat{\mathbf q}$ and average to zero, so $f=f_0+bq^2+\dots$ with some constant $b$.

**Forbidden.** If $\mathbf d=0$, the leading term is quadratic. With
$$\overline{\hat q_a\hat q_b\hat q_c\hat q_d}=\tfrac1{15}(\delta_{ab}\delta_{cd}+\delta_{ac}\delta_{bd}+\delta_{ad}\delta_{bc}),$$
$$\overline{|\varepsilon|^2}=\frac{q^4}{4}\,\frac{(\operatorname{tr}M)^2+2\operatorname{tr}M^2}{15},\qquad
f=aq^2+\dots,\quad a=\frac{\omega}{30}\left[(\operatorname{tr}M)^2+2\operatorname{tr}M^2\right].$$

If $a$ also vanishes, $f$ starts at a higher power and the argument below still holds. For some transitions symmetry makes $\varepsilon(\mathbf q)$ vanish at every $\mathbf q$, as between an even $S$ state and an even $P$ state of an atom. Then $J=0$, and the direct first Born cross section is zero instead of falling as $1/E$.

## 4. The two laws

**Allowed case.** The integral in (1) diverges logarithmically as $q_-\to0$. The finite part defines $Q$:

$$f_0\ln Q^2=\lim_{q_0\to0}\left[\int_{q_0}^\infty f\,d\ln q^2+f_0\ln q_0^2\right].\tag{3}$$

To use it, write the integral from $q_-$ as the integral from $q_0$ minus the piece between $q_0$ and $q_-$, and split $f=f_0+(f-f_0)$ in that piece:

$$\int_{q_-}^\infty f\,d\ln q^2=\int_{q_0}^\infty f\,d\ln q^2-f_0\ln\frac{q_-^2}{q_0^2}-\int_{q_0}^{q_-}(f-f_0)\,d\ln q^2 .$$

Letting $q_0\to0$, the terms in $\ln q_0^2$ combine into (3), and the last integral tends to $bq_-^2$ at leading order:

$$\int_{q_-}^\infty f\,d\ln q^2=f_0\ln\frac{Q^2}{q_-^2}-bq_-^2+\dots
=f_0\ln\frac{2EQ^2}{\omega^2}+O(E^{-1}).$$

The last form uses (2). Multiplication by $\pi/(E\omega)$ gives the allowed law. A plot of $E\sigma$ against $\ln E$ approaches a straight line of slope $\pi f_0/\omega$, which the optical oscillator strength fixes.

For a strong transition, the logarithm counts the range of momentum transfers between $q_-\simeq\omega/v$ and roughly $Q$, over which the dipole interaction contributes equally per logarithmic interval. In terms of distance, $1/q_-\simeq v/\omega$ is the distance at which the passage time equals $1/\omega$. A faster projectile reaches more distant dipoles.

The law requires $E\gg\omega$ and a $q_-$ that is small compared with the momentum over which $f$ changes. For a strong transition that momentum is comparable with $Q$; for a weakly allowed one $Q$ can be far larger and is no guide. With $L=\ln(2EQ^2/\omega^2)$, its local power is

$$\frac{d\ln\sigma}{d\ln E}=-1+\frac1L .$$

**Forbidden case.** Now $f\,d\ln q^2\simeq a\,d(q^2)$ near $q=0$, which is integrable. Then

$$\int_{q_-}^\infty f\,d\ln q^2=J-\int_0^{q_-}f\,d\ln q^2=J-aq_-^2+\dots=J-\frac{a\omega^2}{2E}+\dots\tag{4}$$

The lower limit yields a correction of relative order $1/E$ and no logarithm. Distant collisions are suppressed, and the cross section is determined by momentum transfers comparable with the inverse size of the transition density.

**Weakly allowed transitions.** A small but nonzero $f_0$ gives a logarithmic slope that may be hidden under a larger contribution from finite $q$. In (3) this appears as a large $Q$. The classification is sharp at asymptotic energy but gradual at a given energy.

## 5. A case in closed form

Take one electron in an isotropic oscillator of frequency $\omega_0$, excited from the ground state to level $N$, so that $\omega=N\omega_0$. The level is degenerate, and $|\varepsilon|^2$, $f$ and $\sigma$ are here summed over its states. The sum does not depend on the direction of $\mathbf q$. With $\mathbf q$ along $z$, only the $z$ motion is excited. Write $z=(A+A^\dagger)/\sqrt{2\omega_0}$, with ladder operators $A,A^\dagger$, and $x=q^2/(2\omega_0)$. Because $[A,A^\dagger]=1$,

$$e^{iqz}=e^{-x/2}e^{i\sqrt x A^\dagger}e^{i\sqrt x A}
\;\Rightarrow\;|\varepsilon|^2=\frac{x^N}{N!}e^{-x},\qquad
f=\frac{2N\omega_0}{q^2}|\varepsilon|^2=\frac{x^{N-1}}{(N-1)!}e^{-x}.$$

For $N=1$, $f_0=1$ and $x_-\simeq\omega_0/(4E)$. With Euler's constant $\gamma$, the small-argument form $\int_{x_-}^\infty e^{-x}dx/x=-\gamma-\ln x_-+\dots$ gives

$$\sigma_1\to\frac{\pi}{E\omega_0}\left[\ln\frac{4E}{\omega_0}-\gamma\right].$$

For $N=2$, $f=xe^{-x}$ and $x_-\simeq(2\omega_0)^2/(4E\omega_0)=\omega_0/E$, so

$$\sigma_2\to\frac{\pi}{2E\omega_0}\,e^{-\omega_0/E}\to\frac{\pi}{2E\omega_0}.$$

These limits were tested against the Born differential cross section integrated over angle, with $\varepsilon$ obtained by integrating the wave functions numerically. For $\omega_0=1$ and $E=1000$ hartree, the integration gives $\sigma_1=2.42424\times10^{-2}$ bohr², and the law gives $2.42432\times10^{-2}$. For $N=2$ the values are $1.5692\times10^{-3}$ and $1.5708\times10^{-3}$ bohr². The latter differ by one part in a thousand, which is the predicted $\omega_0/E$.

## 6. Why "direct" is needed

A spin-changing excitation, such as singlet to triplet without spin–orbit coupling, has no direct amplitude and proceeds by exchange. For orbitals $\varphi_0,\varphi_n$ the exchange amplitude contains

$$G(\mathbf r_1)=\int d^3r_2\,\frac{\varphi_n(\mathbf r_2)e^{i\mathbf k\cdot\mathbf r_2}}{|\mathbf r_1-\mathbf r_2|}.$$

A Fourier component $\mathbf p$ of $\varphi_n$ is multiplied by $4\pi/|\mathbf k+\mathbf p|^2$. For a smooth orbital and large $k$ this becomes $4\pi/k^2$, so $G\simeq(4\pi/k^2)\varphi_n(\mathbf r_1)e^{i\mathbf k\cdot\mathbf r_1}$. The exchange amplitude is then the direct one with $1/q^2$ replaced by $1/k^2$, apart from spin factors. Its cross section scales as

$$\frac1{k^4}\int|\varepsilon|^2d\Omega\simeq\frac{2\pi}{k^6}\int|\varepsilon|^2q\,dq\;\propto\;E^{-3}.$$

This is a leading estimate. It separates spin-forbidden excitation from the dipole-forbidden, spin-allowed excitation that falls as $1/E$.

For singlet excitation of a closed shell, both spin orientations contribute to the direct amplitude, but only the target electron with the projectile's spin contributes to exchange. The exchange part is half as large in its spin factor and opposite in sign, so the direct amplitude acquires the factor $1-q^2/(2k^2)$.

## 7. Implementation

With $E$ and $\omega$ in eV and $Q$ in bohr⁻¹, the laws become

$$\sigma_{\rm allowed}=\frac{651.4\,f_0}{E\omega}\left[\ln\frac{54.42\,E}{\omega^2}+\ln Q^2\right],\qquad
\sigma_{\rm forbidden}=\frac{651.4\,J}{E\omega},$$

in units of $10^{-16}$ cm². The first number is $\pi\times0.28003\times27.211^2$, and the second is $2\times27.211$.

For numerical work, (3) can be split at any convenient $c>0$, which removes the limit:

$$f_0\ln Q^2=\int_0^c[f(q)-f_0]\,d\ln q^2+\int_c^\infty f\,d\ln q^2+f_0\ln c^2 .$$

At small $q$, $\varepsilon$ should be evaluated with $e^{i\mathbf q\cdot\mathbf r}-1$ in place of $e^{i\mathbf q\cdot\mathbf r}$. Orthogonality makes the two equal, and the subtraction keeps an integration error in $\langle n|0\rangle$ from being amplified by $1/q^2$. Where (2) or (4) shows that the corrections matter, integral (1) should be used with its true limits.

## 8. Worked example: butadiene

Planar s-trans butadiene has an inversion centre and hence states of both kinds. The chosen geometry has C–C 1.46 Å, C=C 1.34 Å, C–H 1.09 Å and a C=C–C angle of 124°. The ground state is Hartree–Fock and the excited singlets come from configuration interaction singles (CIS), in the 6-31+G basis. Two states below the Koopmans ionization energy of 8.79 eV were selected: the one with the largest $f_0$, and the dipole-forbidden one with the largest $a$.

- Allowed: $\omega=6.382$ eV, $f_0=1.1035$, $\ln Q^2=-2.411$.
- Forbidden, symmetry $A_g$: $\omega=7.622$ eV, $J=0.2393$, $a=1.159$ bohr².

At $q=0.05$ bohr⁻¹ the forbidden $f$ is 0.00286, close to $aq^2=0.00290$, while the allowed $f$ is 1.086, close to $f_0$.

At $E=1000$ eV the allowed logarithm is

$$L=\ln\frac{54.42\times1000}{6.382^2}-2.411=7.198-2.411=4.787,$$

so that, in $10^{-16}$ cm²,

$$\sigma_{\rm allowed}=\frac{651.4\times1.1035}{1000\times6.382}\times4.787=0.539,\qquad
\sigma_{\rm forbidden}=\frac{651.4\times0.2393}{1000\times7.622}=0.0205 .$$

Integral (1) with its true limits gives 0.539 and 0.0203. The small difference in the forbidden case is accounted for by (4): with $q_-=0.0327$ bohr⁻¹, $aq_-^2/J=0.0052$, and the computed reduction is 0.5 %.

The local powers at 1 keV are $-0.79$ and $-0.995$. The first agrees with $-1+1/4.787$; a power law fitted there would have an exponent that drifts with energy. The allowed-to-forbidden ratio rises from 14.5 at 100 eV to 26.5 at 1 keV and 39.1 at 10 keV. Between 1 and 10 keV the slope of $E\sigma$ against $\ln E$ is 14.78 atomic units for the allowed state, equal to $\pi f_0/\omega$ at this precision, and 0.005 for the forbidden one.

At 100 eV the Bethe laws still lie within 0.6 % (allowed) and 5.5 % (forbidden) of integral (1). This measures the expansion of the Born integral and says nothing about the accuracy of the Born approximation itself.

## 9. Size of what is left out

**Exchange.** The factor of Section 6 lowers the allowed and forbidden cross sections by 1.0 % and 3.3 % at 100 eV, and by 0.05 % and 0.3 % at 1 keV.

**Higher Born terms.** A rough gauge is $1/v$, which is 0.37 at 100 eV and 0.12 at 1 keV. It is a coupling strength, not an error estimate.

**Relativity.** At 10 keV the true $1/v^2$ exceeds the non-relativistic $1/(2E)$ by 2.9 %. The change inside the logarithm is not included in this figure.

**Target model.** Time-dependent Hartree–Fock gives $\omega=6.08$ eV and $f_0=0.894$ for the strongest state, which lowers the slope $\pi f_0/\omega$ by 15 % relative to CIS. Both methods leave out doubly excited configurations, which matter for low $A_g$ states of polyenes. The forbidden cross section therefore belongs to the model state and is not a prediction for a measured band.

**Vibration.** An odd distortion of the skeleton destroys the selection rule. Shifting both inner carbons by the same vector of length 0.052 Å lends the forbidden state $f_0=0.0048$. The shift stretches bonds, and 0.052 Å is more than the zero-point motion in such a stiff direction, which is about 0.03 Å. For small shifts the lent strength falls nearly as the square of the length. Taking $Q$ from the allowed state, the resulting logarithmic term is about 9 % of the forbidden constant at 1 keV for this shift, and about 3 % when scaled to 0.03 Å. This is an estimate from one static distortion, not a vibrational average. The other odd modes also lend strength, and for small amplitudes their contributions add, so the 3 % understates the total and should not be read as the size of the effect. The estimate still shows that a "forbidden" band of a real molecule can carry a weak logarithm.

**Use in a plasma reactor.** In a capacitively coupled hydrocarbon discharge, bulk electrons have a temperature of roughly 3 eV, while secondary electrons accelerated through a high-voltage sheath may reach roughly 1 keV. The laws are suited to the second group. For a Maxwellian at 3 eV, with Born cross sections used down to threshold, electrons above 100 eV supply a fraction of order $10^{-13}$ of either excitation rate. Real distributions need not be Maxwellian and the Born values near threshold are unreliable, so this fraction is an order of magnitude for the model. It nevertheless shows that bulk rate coefficients need cross sections from a low-energy method or from measurement, with the Bethe laws serving as their high-energy continuation. The remaining values are listed in the numerical output.

## Computed results

```
OSCILLATOR, frequency 1 hartree, E = 1000 hartree
allowed: Born 2.424236e-02, law 2.424315e-02 bohr^2
forbidden: Born 1.569225e-03, law 1.570796e-03 bohr^2
slope of E*sigma in ln E: 3.1424, 0.00170 (pi = 3.1416)
exchange alone: power of E = -3.0000
Coulomb integral / (4 pi/k^2) at k=10: 1.01032
BUTADIENE, RHF/CIS, 6-31+G
C-C 1.46, C=C 1.34, C-H 1.09 angstrom
C=C-C angle 124 deg, other angles at outer C 120 deg
Koopmans ionization energy 8.786 eV
allowed state: number 1, w = 6.382 eV
  f0 = 1.1035, ln Q^2 = -2.4108 (Q in 1/bohr)
forbidden state: number 5, Ag, w = 7.622 eV
  f0 = 6.7e-27, a = 1.1587 bohr^2
  integral of f d ln q^2 = 0.23927
GOS: q (1/bohr), allowed, forbidden
  0.05  1.08634  0.00286
  0.10  1.03585  0.01100
  0.30  0.62129  0.06545
  0.60  0.10695  0.07103
  1.00  0.02021  0.01367
  2.00  0.00139  0.00068
q_min at 1 keV: allowed 0.02740, forbidden 0.03273 1/bohr
sigma in 1e-16 cm2: E(eV), allowed Born, Bethe; forbidden Born, Bethe
    100  2.81482  2.79857  0.193824  0.204498
    300  1.34689  1.34537  0.066990  0.068166
   1000  0.53930  0.53924  0.020345  0.020450
   3000  0.22099  0.22100  0.006805  0.006817
  10000  0.07986  0.07986  0.002044  0.002045
ratio allowed/forbidden: 100 eV 14.52, 1 keV 26.51, 10 keV 39.07
E*sigma slope, 1-10 keV: allowed 14.7764, forbidden 0.00542 a.u.
pi f0/w for allowed state: 14.7831 a.u.
local power of E at 1 keV: allowed -0.7914, forbidden -0.9948
NEGLECTED EFFECTS
exchange at 100 eV: allowed -0.965 %, forbidden -3.339 %
exchange at 1000 eV: allowed -0.053 %, forbidden -0.326 %
1/v (a.u.): 100 eV 0.369, 1 keV 0.117
relativistic change of 1/v^2 at 10 keV: 2.94 %
TDHF strongest state: w = 6.078 eV, f0 = 0.8938
odd shift of inner carbons: 0.052 angstrom
  overlap with forbidden state 0.980
  lent f0 = 0.00481
  lent log term / forbidden constant, 1 keV: 0.089
bulk electron temperature 3.0 eV
rate share above 100 eV: allowed 2.5e-13, forbidden 1.1e-13
```
